Conversion of boron-doped silicon to n-type by thermal double donors

**Problem**

Oxygen-rich silicon contains 1.3×10¹⁵ cm⁻³ boron acceptors. A heat treatment near 450 °C creates thermal double donors: small oxygen-related centres that can each give up two electrons. Show from charge neutrality that the silicon becomes n-type once the density of fully ionised double donors exceeds about 6.5×10¹⁴ cm⁻³. Then find the electron and hole densities on either side of conversion, and decide whether full ionisation is a fair assumption at 300 K.

The symbols are n and p for the electron and hole densities, N_A for the boron density and N_TD for the density of thermal donors. N_TD counts centres, not the electrons they release. "n-type" means n > p. The material is uniform and in thermal equilibrium, and at first it has no other charged centres.

**Hints**

1. List every charged species with its charge in units of the elementary charge q. What charge is left on a donor that has lost two electrons?
2. Neutrality contains n and p separately, but the type depends on their difference alone.
3. To find n and p individually you need a second relation. In a non-degenerate semiconductor in equilibrium, np = n_i², where n_i is the intrinsic density.
4. To judge the ionisation at conversion, ask what n is at that point, and compare the probabilities of the donor's charge states there.

**Full solution**

*The threshold.* A hole carries +1, an electron −1, an ionised boron atom −1 and a fully ionised double donor +2. The total charge per unit volume vanishes:

p + 2N_TD − n − N_A = 0.

Moving n and p to one side gives

n − p = 2N_TD − N_A.

The left side is positive precisely when the material is n-type. Therefore

n > p if and only if N_TD > N_A/2,

and the threshold is

N_A/2 = (1.3×10¹⁵ cm⁻³)/2 = 6.5×10¹⁴ cm⁻³.

Neither n_i nor the temperature entered, beyond the assumption that all centres are ionised. The factor of two is the charge on the donor. If each centre gave up one electron and held the other firmly, the same count would read n − p = N_TD − N_A, and conversion would need 1.3×10¹⁵ cm⁻³ centres.

*The carrier densities.* Write D = 2N_TD − N_A, so that p = n − D. Inserting this in np = n_i² gives

n² − Dn − n_i² = 0.

The two roots have the product −n_i², so one is negative and must be discarded. The positive root, and p = n − D, are

n = D/2 + √(D²/4 + n_i²),

p = −D/2 + √(D²/4 + n_i²).

At the threshold D = 0 and n = p = n_i: if the ion charge is treated as smoothly spread, the sample has the carrier densities of pure silicon although it is full of ionised impurities. In a real crystal the ions sit at random sites and so few carriers screen them poorly. The local potential then fluctuates by roughly 2 kT; np = n_i² still holds locally, but the average n and p are each of order 10 n_i. This matters only very near the threshold. Well above it, where D ≫ n_i, expanding the root gives √(D²/4 + n_i²) ≈ D/2 + n_i²/D, hence

n ≈ D, p ≈ n_i²/D.

Well below it the roles are exchanged: p ≈ |D| and n ≈ n_i²/|D|.

*Numbers at 300 K.* Take rough typical values for silicon: a gap of 1.12 eV and effective band densities N_c = 2.9×10¹⁹ cm⁻³ and N_v = 3.1×10¹⁹ cm⁻³, which give n_i = 1.17×10¹⁰ cm⁻³. The mobilities are held at μ_n = 1400 cm²/Vs and μ_p = 470 cm²/Vs. The resistivity is

ρ = 1/[q(μ_n n + μ_p p)].

Before the anneal, N_TD = 0 and p = 1.3×10¹⁵ cm⁻³, so

ρ = 1/(1.602×10⁻¹⁹ × 470 × 1.3×10¹⁵) ≈ 10 Ω cm.

With N_TD = 6.4×10¹⁴ cm⁻³, D = −2×10¹³ cm⁻³. The sample is still p-type, but it has few holes and ρ has risen to about 660 Ω cm. With N_TD = 6.6×10¹⁴ cm⁻³, D = +2×10¹³ cm⁻³; it is n-type with ρ ≈ 220 Ω cm. The two values of |D| are equal, so the resistivities differ by the mobility ratio of about 3.

With N_TD = 1.0×10¹⁵ cm⁻³,

D = 2.0×10¹⁵ − 1.3×10¹⁵ = 7.0×10¹⁴ cm⁻³,

so n ≈ 7.0×10¹⁴ cm⁻³ and ρ ≈ 6.4 Ω cm. This is below the starting value. In this model the resistivity first rises and then falls as donors are added, so a reading above the starting value can belong to either type. A reading below it, as here, occurs only after conversion.

*Is full ionisation justified?* Let the second electron be bound by E₂ = 0.15 eV and the first by E₁ = 0.07 eV, again rough values. The singly charged donor holds one electron, which may have either spin; the doubly charged donor holds none. Their relative probability at Fermi level E_F is

w = 2 exp[(E_F − E_c + E₂)/kT].

Since n = N_c exp[(E_F − E_c)/kT], this becomes

w = 2(n/N_c) exp(E₂/kT).

At conversion n = n_i, and with kT = 0.02585 eV

w = 2 × (1.173×10¹⁰/2.9×10¹⁹) × exp(5.80) ≈ 2.7×10⁻⁷.

Almost every donor is doubly charged, because the Fermi level is then near midgap, far below the donor levels. The neutral state, with two bound electrons, is rarer still and is dropped here.

For boron, with binding energy E_A = 0.045 eV and the usual fourfold degeneracy of the neutral acceptor, the ratio of neutral to ionised atoms is

w_A = 4(p/N_v) exp(E_A/kT) ≈ 9×10⁻⁹ at p = n_i.

To leading order the mean donor charge is 2 − w and the ionised boron fraction is 1 − w_A. Setting n = p in the neutrality condition gives (2 − w)N_TD = (1 − w_A)N_A, so that

N_TD ≈ (N_A/2)(1 + w/2 − w_A).

The threshold rises by a relative 1.3×10⁻⁷ at 300 K. A numerical solution of neutrality with all three donor charge states gives the same shift, and 5.8×10⁻⁶ at 400 K with the gap held fixed.

The type criterion also survives partial ionisation. Raising E_F increases n, lowers p, lowers the mean donor charge and ionises more boron, so the total charge falls steadily. If it is positive at the Fermi level where n = p, neutrality must lie at a higher E_F, and the material is n-type.

Beyond conversion w grows in proportion to n, so the relative loss of electrons, about N_TD w/n = 2(N_TD/N_c) exp(E₂/kT), is set by N_TD rather than by n. It is already about 1.5% just past conversion, raising ρ at N_TD = 6.6×10¹⁴ cm⁻³ from 223 to 226 Ω cm, and it grows slowly with N_TD. At N_TD = 1.0×10¹⁵ cm⁻³ the numerical solution has 1.5% of the donors singly charged. Each of these withholds one electron, which removes 1.5×10¹³ cm⁻³ from n, or 2.2% of its ideal value. This figure is sensitive to the rough E₂: it is 0.7% for E₂ = 0.12 eV and 2.7% for 0.156 eV. In this model the sample remains firmly n-type. The figures apply to donors with the two fixed levels assumed here; some thermal donors formed early in the anneal can also rearrange into a deeper neutral form, which is left out. If many donors did so, the loss of electrons in n-type material could be far larger than 2.2%. Band degeneracy is unimportant, because n/N_c is about 2×10⁻⁵.

*Scattering.* With these two fixed donor levels, the fixed mobility is a larger source of error in ρ than incomplete ionisation. A crude estimate weights each ion by the square of its charge, giving an effective ion density of

1.3×10¹⁵ + 4 × 1.0×10¹⁵ = 5.3×10¹⁵ cm⁻³.

A standard type of empirical mobility curve with rough silicon parameters,

μ_n = 70 + 1340/[1 + (N/9×10¹⁶)^0.7] cm²/Vs, with N in cm⁻³,

then gives about 1250 cm²/Vs, 11% below the value used. Together with the 2.2% loss of electrons this raises the resistivity to

6.37 × (1400/1248) × (7.00/6.85) ≈ 7.3 Ω cm.

The second digit is not reliable: a screened-Coulomb scattering estimate gives 1280–1300 cm²/Vs and 7.0–7.1 Ω cm. The threshold is unaffected, since mobility does not appear in the charge balance.

*Temperature of use.* At the anneal temperature, 723 K, the same model with a fixed gap gives n_i = 1.4×10¹⁶ cm⁻³, more than ten times N_A. For N_TD = 1.0×10¹⁵ cm⁻³ the ratio n/p is then only 1.05. The silicon is nearly intrinsic while hot, and the clear change of type appears after cooling. The real gap narrows on heating, which raises n_i further.

*The real case.* The starting material corresponds to p-type Czochralski silicon of roughly 10 Ω cm. Such crystals contain dissolved oxygen, very roughly 10¹⁸ cm⁻³, and prolonged annealing near 450 °C can produce thermal donors at densities of order 10¹⁵ cm⁻³, so the example lies in a realistic range. One assumption that is easily broken is uniformity, because donor formation depends strongly on the local oxygen content. Suppose N_TD varies by ±10% about its mean, over distances long enough for neutrality to hold locally. The richest regions convert when the mean reaches 6.5×10¹⁴/1.1 ≈ 5.9×10¹⁴ cm⁻³, and the poorest when it reaches 6.5×10¹⁴/0.9 ≈ 7.2×10¹⁴ cm⁻³. Between these values the wafer contains both types, with p–n junctions between them. An error of 5% in the boron density moves the threshold by 5%, or about 3×10¹³ cm⁻³. These uncertainties justify the word "about" in the problem; with the donor levels assumed here, incomplete ionisation does not shift the threshold noticeably.

**Variation 1: residual phosphorus**

*The crystal also contains N_P = 1.0×10¹⁴ cm⁻³ phosphorus. Where is the threshold now?*

Each ionised phosphorus atom carries +1, so neutrality becomes

p + 2N_TD + N_P = n + N_A,

n − p = 2N_TD + N_P − N_A.

For N_P < N_A, conversion occurs at

N_TD = (N_A − N_P)/2 = (1.3×10¹⁵ − 1.0×10¹⁴)/2 = 6.0×10¹⁴ cm⁻³,

which is 7.7% lower. Phosphorus has already neutralised part of the boron.

It matters how the doping was determined. If 1.3×10¹⁵ cm⁻³ is the hole density measured before the anneal, it is already the difference N_A − N_P, and the threshold is half of it, 6.5×10¹⁴ cm⁻³, with no further correction. The correction applies when 1.3×10¹⁵ cm⁻³ is the boron density itself.

**Variation 2: what a measurement sees**

*At what donor density does the Hall coefficient change sign, and where is the resistivity greatest?*

For a weak magnetic field and Hall factors of one, the Hall coefficient is

R_H = (pμ_p² − nμ_n²)/[q(pμ_p + nμ_n)²].

With b = μ_n/μ_p = 2.98, it vanishes when p/n = b². Combined with np = n_i², this gives p = b n_i and n = n_i/b. Neutrality in the form N_A − 2N_TD = p − n then yields

N_A/2 − N_TD = (n_i/2)(b − 1/b) ≈ 1.55×10¹⁰ cm⁻³.

The sign changes slightly before n equals p, because electrons are more mobile and count more heavily in the Hall voltage.

For the resistivity, put p = n_i²/n and minimise μ_n n + μ_p n_i²/n with respect to n:

μ_n − μ_p n_i²/n² = 0, so n = n_i/√b and p = √b n_i.

The second derivative, 2μ_p n_i²/n³, is positive, so the conductivity is indeed a minimum. The peak lies below N_A/2 by

(n_i/2)(√b − 1/√b) ≈ 6.7×10⁹ cm⁻³.

Both terms of the conductivity are equal there, and

ρ_max = 1/[2q n_i √(μ_n μ_p)] ≈ 3.3×10⁵ Ω cm.

This value uses the model n_i and the fixed mobilities. With n_i ≈ 0.97×10¹⁰ cm⁻³, closer to measured values, it becomes 4.0×10⁵ Ω cm, and both offsets shrink in proportion to n_i. Scattering by the ions would add a further 5–10% to ρ_max.

Relative to N_A/2, the Hall shift is about 2×10⁻⁵ and the resistivity shift about 1×10⁻⁵. For this doping at 300 K, both measurements therefore locate the neutrality threshold far more finely than the doping is known. Reaching the full peak resistivity would require 2N_TD to match N_A to within about n_i, roughly one part in 10⁵. The ±10% variation considered above would prevent that across a whole wafer. Even a macroscopically uniform crystal falls short: the random placement of the ions breaks it into weakly n-type and weakly p-type regions near the threshold, which lowers the resistivity there to roughly 1×10⁵ Ω cm. The peak value and the two offsets belong to the model with smoothly spread charge. The numerical output below lists the values on both sides of conversion.

Calculated quantities

```
Boron density N_A = 1.30e+15 cm^-3
Threshold N_A/2 = 6.50e+14 cm^-3
Temperature = 300 K, kT = 0.02585 eV
Gap = 1.12 eV; Nc = 2.9e+19, Nv = 3.1e+19 cm^-3
Intrinsic density n_i = 1.173e+10 cm^-3
Mobilities: electrons 1400, holes 470 cm2/Vs
Donor depths = 0.07 and 0.15 eV below Ec
Boron depth = 0.045 eV above Ev
Full ionisation, 300 K: N_TD, n, p (cm^-3), resistivity (ohm cm)
  0.00e+00  1.058e+05  1.300e+15  10.22  p-type
  3.00e+14  1.966e+05  7.000e+14  18.97  p-type
  6.40e+14  6.880e+06  2.000e+13  664  p-type
  6.50e+14  1.173e+10  1.173e+10  2.845e+05  intrinsic
  6.60e+14  2.000e+13  6.880e+06  222.9  n-type
  1.00e+15  7.000e+14  1.966e+05  6.369  n-type
Threshold with partial ionisation allowed:
  250 K: 6.50000e+14 cm^-3, relative shift 5.45e-09
  300 K: 6.50000e+14 cm^-3, relative shift 1.25e-07
  400 K: 6.50004e+14 cm^-3, relative shift 5.80e-06
Threshold if donors gave one electron = 1.300e+15 cm^-3
Threshold with 1e+14 cm^-3 phosphorus = 6.000e+14 cm^-3
  relative change = -7.7 %
Boron error of 5 % moves threshold by 3.25e+13 cm^-3
Mobility ratio b = 2.979
Hall zero lies 1.55e+10 cm^-3 below N_A/2
Resistivity peak lies 6.72e+09 cm^-3 below N_A/2
Peak resistivity = 3.280e+05 ohm cm
At N_TD = 1.0e+15 cm^-3 with partial ionisation, 300 K:
  n = 6.846e+14 cm^-3, Fermi level 0.275 eV below Ec
  singly charged donors = 1.54 %
  loss of n = 1.54e+13 cm^-3 = 2.20 %
  first-order estimate of loss = 1.60e+13 cm^-3
  degeneracy measure n/Nc = 2.4e-05
  charge-squared-weighted ion density = 5.30e+15 cm^-3
  rough electron mobility = 1248 cm2/Vs, change -11 %
At 723 K (fixed gap): n_i = 1.40e+16 cm^-3, n/p = 1.051
```
